Comment on independent ion and recoil azimuths in collision simulations

**The argument under review**

The argument concerns Monte Carlo codes that follow an implanted ion through a sequence of binary collisions. At each collision the code finds the polar angles and energies of the ion and the struck atom, and it must then choose two azimuths about the ion's incoming direction. The argument runs: an amorphous target has no preferred azimuth, so each azimuth is uniform between 0 and 2π; the energies do not depend on azimuth; therefore two independent random numbers may be used, and the exact energy balance confirms that the collision is treated correctly.

The first two statements are right in the bulk of the target. The conclusion does not follow, because two quantities can each be uniform without being independent. The question is whether the collision leaves any freedom in the second azimuth once the first is chosen.

**What the energy balance contains**

Let an ion of mass M₁, speed v and energy E = M₁v²/2 strike an atom of mass M₂ at rest. The collision is elastic, the motion is non-relativistic, and no third body takes momentum. The polar angles θ₁ (ion) and θ₂ (recoil) are positive and measured from the incoming direction. The reduced mass is μ = M₁M₂/(M₁ + M₂).

The centre of mass moves at V_c = M₁v/(M₁ + M₂). In its frame the two momenta are opposite and of size μv. An elastic collision keeps that size and turns the ion through an angle Θ. Returning to the laboratory adds M₁V_c to the ion's longitudinal momentum and M₂V_c to the recoil's. Since M₁V_c = μv M₁/M₂ and M₂V_c = μv, the longitudinal momenta are

ion: μv (cos Θ + M₁/M₂)
recoil: μv (1 − cos Θ)

Their sum is μv(1 + M₁/M₂) = M₁v, as it must be. The change of frame does not touch transverse components, so both particles have a transverse momentum of size

p_t = μv sin Θ.

Dividing transverse by longitudinal parts gives the polar angles:

tan θ₁ = sin Θ / (cos Θ + M₁/M₂)
tan θ₂ = sin Θ / (1 − cos Θ) = cot(Θ/2), so θ₂ = (π − Θ)/2.

The recoil energy T is its squared momentum over 2M₂:

T = μ²v² [(1 − cos Θ)² + sin²Θ] / (2M₂)
 = μ²v² (1 − cos Θ) / M₂
 = 2μ²v² sin²(Θ/2) / M₂.

With v² = 2E/M₁ this becomes

T = γE sin²(Θ/2), γ = 4M₁M₂/(M₁ + M₂)².

The ion keeps E − T. No azimuth appears, so the energies add to E for any pair of azimuths. The energy balance is therefore blind to the error in question. The derivation itself is not: it began with opposite momenta in the centre-of-mass frame. Independent azimuths keep the polar angles from that picture and discard the opposition that produced them.

**The missing condition**

Let n(φ) = (cos φ, sin φ) be the transverse unit vector at azimuth φ. Before the collision the transverse momentum is zero. Afterwards it is

ΔP = p_t [n(φ₁) + n(φ₂)].

Write g = φ₂ − φ₁. Because n(φ₁)·n(φ₂) = cos g,

|ΔP|² = p_t² (2 + 2 cos g) = 4p_t² cos²(g/2)
|ΔP| = 2p_t |cos(g/2)|.

For p_t ≠ 0 this vanishes only when g = π, up to whole turns. One azimuth is free and the other is determined:

φ₂ = φ₁ + π (mod 2π).

If φ₁ is uniform, so is φ₂. The symmetry of the amorphous target is respected without independence.

A sign convention can hide this rule. Since sin(−θ₂) = −sin θ₂, a recoil with polar angle −θ₂ and azimuth φ₁ has the same direction as one with θ₂ and φ₁ + π. A code that stores a negative recoil angle and a common azimuth is correct. A common azimuth with two positive polar angles gives the largest possible mismatch, 2p_t.

For two independent uniform azimuths, g is uniform too. With s = g/2, the average of |cos s| over 0 to π is 2/π and that of cos²s is 1/2, so

mean |ΔP| = 4p_t/π
root-mean-square |ΔP| = √2 p_t.

In a head-on collision, Θ = π, p_t is zero and the azimuths have no meaning. For a glancing collision p_t also tends to zero, but the error does not become harmless to the recoil. The recoil's momentum is 2μv sin(Θ/2), so p_t divided by it is cos(Θ/2), which tends to one. The mismatch is then small beside the ion's momentum and comparable with the recoil's own.

**Why conserving energy once is not enough**

View the event from a frame moving at velocity V. With K the kinetic energy, P the total momentum and M the total mass in the original frame, expanding each (velocity − V)² gives

K′ = K − V·P + MV²/2.

If the collision leaves K unchanged but alters P by ΔP, then

change of K′ = −V·ΔP.

The event that conserved energy for one observer fails to do so for another. The change vanishes for every V only if ΔP = 0. Energy conservation in all inertial frames would therefore have exposed the error; energy conservation in the target's rest frame cannot.

**The geometry behind the rule**

A central force acts along the line joining the particles. That line and the relative velocity define a plane, and the force never leaves it. A repulsive force pushes the ion away from the atom and the atom the opposite way. The offset of the ion's path from the atom thus fixes both azimuths at once.

Energy loss to electrons need not alter this. If the loss acts through equal and opposite forces on the two atoms, their transverse momenta still sum to zero and the gap is still π. The polar angles and energies do change, since the elastic formulas no longer hold exactly.

**One boron ion in silicon**

Take boron at 20 keV and a silicon atom, with masses rounded to 11 and 28 u, and an impact parameter b = 0.010 nm. The interaction is the universal Ziegler–Biersack–Littmark (ZBL) screened Coulomb potential V(r), whose screening length here is 0.01427 nm.

The angle Θ follows from two conservation laws for the relative motion. Angular momentum gives dφ/dt = bv/r², where φ is here the angle swept within the collision plane. Energy gives dr/dt = ±v√(1 − V(r)/E_c − b²/r²), with E_c = μv²/2. Dividing, and counting the inward and outward halves of the path,

Θ = π − 2b ∫ dr / [r² √(1 − V(r)/E_c − b²/r²)],

where r runs from the closest approach, 0.0118 nm, to infinity. Numerical quadrature gives Θ = 25.12°. The digits belong to the ZBL model; the Molière and Kr–C screening functions give 25.0° and 26.1°. Then

p_t/(M₁v) = (28/39) sin 25.12° = 0.305
T = 0.8100 × 20000 eV × sin²(12.56°) = 766 eV.

The incoming momentum is 20.245 MeV/c, so p_t = 6.171 MeV/c. The polar angles are 18.1° for the ion and 77.4° for the recoil.

Newton's equations for both atoms, integrated numerically in three dimensions, give the same Θ. With the ion's path offset towards azimuth 35°, the ion leaves at 35° and the azimuth gap is 180°. Adding an equal and opposite drag, proportional to the relative velocity and confined to close range, removes 100 eV and leaves the gap at 180°.

Now hold the polar angles and energies fixed and turn the recoil about the incoming direction:

gap 0°: mismatch 12.34 MeV/c
gap 60°: mismatch 10.69 MeV/c
gap 90°: mismatch 8.73 MeV/c
gap 120°: mismatch 6.17 MeV/c
gap 180°: mismatch 0

Each event has the same total energy in the target's rest frame. Over uniform gaps the mean mismatch is 7.86 MeV/c and the root-mean-square value 8.73 MeV/c, which is 43 % of the incoming momentum.

For the 90° gap, consider an observer moving along ΔP at 1 % of the ion's speed. Since v times M₁v equals 2E = 40000 eV, the energy change is

−0.01 × √2 × 0.3048 × 40000 eV = −172 eV.

**What accumulates, and what survives**

Over many collisions let ΔP be the final ion momentum plus all recoil momenta at their creation, minus the initial ion momentum. It is a sum of single mismatches δᵢ, each perpendicular to the ion's direction just before collision i. Given everything that happened earlier, independent uniform azimuths make the average of δⱼ zero. Hence ⟨δᵢ·δⱼ⟩ = 0 for i < j, and only the squares remain:

⟨|ΔP|²⟩ = ⟨Σ 2p_t²⟩.

I simulated 10000 boron ions, each making 40 collisions in amorphous silicon. The path between collisions was 0.2715 nm, the cube root of the volume per atom. Impact parameters were uniform in area up to 0.1532 nm, so that each path segment sweeps one atomic volume. Both azimuth rules used the same ion paths and differed only in the recoil directions.

With opposite azimuths, momentum balanced to rounding error. With independent ones the root-mean-square mismatch was 7.48 MeV/c, or 37 % of the initial momentum; the formula above, averaged over the same ions, gives 7.44 MeV/c. The ions' own root-mean-square transverse momentum was only 5.06 MeV/c. Rare close collisions dominate these averages, so samples of 10000 ions scatter by about 0.08, 0.05 and 0.04 MeV/c in the three values. The model adds its own uncertainty: the Molière and Kr–C potentials raise the mismatch by about 1 % and 4 %, and the atomic density used is that of the crystal, each 1 % less lowering the mismatch by about 0.3 %.

The total after 40 collisions is below the 8.73 MeV/c of the single example because that example is a close encounter. The expected number of collisions within 0.010 nm is 40 × (0.010/0.1532)² = 0.17 per ion.

The argument under review is right about some outputs. Recoil directions do not feed back on the ion in this model, so ion ranges are unchanged. Given the earlier history, each recoil's azimuth is uniform under either rule. Mean quantities that add up contributions from single recoils therefore agree, provided the cascades do not interact and the target is amorphous and uniform all around the ion's path. Within an impact parameter of a surface or interface this fails: for an ion skimming along a surface every struck atom lies on the inner side, so the correct rule sends every recoil inward, while a free azimuth sends half of them outward. One such quantity is sin² of the angle between recoil and initial beam, weighted by recoil energy. It averaged 0.749 for opposite and 0.743 for independent azimuths. The model requires equal averages, so the difference is statistical. Each value scatters by about 0.015 between samples of this size; with 120000 ions both lie near 0.742 and agree within 0.001.

Agreement of these means does not validate the joint event. Consider the correlation between the ion's final transverse momentum and the summed transverse momentum of its recoils, normalised to lie between −1 and 1. Momentum conservation makes it −1. Independent azimuths gave 0.03, with a sampling scatter of about 0.01, and 0.02 for 120000 ions: the transverse direction of the recoils had lost almost all relation to that of the ion. Sizes stay tied, because energies and polar angles are kept: the lengths of the two transverse vectors still correlate at about 0.8, and the energies at −1. Any output that depends on where the ion and its recoils go together is open to this error.

**How far the strict rule reaches**

A real target atom is not at rest. Let it carry a small transverse momentum q normal to the collision plane. The final transverse momenta then add to q, so the recoil's differs from the exact opposite of the ion's by q. For q much smaller than p_t the gap shifts by about

δg = q/p_t (in radians).

A Debye model at 300 K, with a rough Debye temperature of 640 K and zero-point motion included, gives a root-mean-square q of 0.0286 MeV/c per component. In the example this shifts the gap by 0.27°. For a collision that transfers 15 eV, a rough displacement energy for silicon, p_t is 0.88 MeV/c and the shift is 1.9°.

The rule weakens for faint encounters. At the median impact parameter, 0.108 nm, p_t is 0.042 MeV/c with ZBL (0.056 with Kr–C, 0.073 with Molière), comparable with the thermal momentum. With the ZBL value the gap scatters by about 50° around 180°, against 104° for independent azimuths. These collisions matter little here: those transferring more than 15 eV supplied 96 % of the summed squared mismatch in the simulation.

The other neglected effects are also small for the example:

- A neighbouring atom at the bond length, 0.235 nm, lying at right angles to the path would push the ion by about 0.002 MeV/c according to ZBL. At this distance ZBL is not reliable: a static boron–silicon pair is bound by about 3 eV in a density-functional calculation, which gives a pull of roughly 0.005 MeV/c instead, still below 0.1 % of p_t. A right angle is the most favourable direction. With four tetrahedral bonds, one neighbour always lies within 0.192 nm of the line of flight, ahead of or behind the struck atom. For random directions and a straight path its ZBL push has a median of 0.036 MeV/c, 0.6 % of p_t, and exceeds about 0.35 MeV/c in one case out of ten. A binary-collision code treats such an encounter as a separate collision.
- If the recoil pays 15 eV to leave its site and keeps its direction, the lattice receives 0.06 MeV/c of transverse momentum, 1 % of p_t. The total for ion and recoil should therefore be examined before this deduction.
- The Oen–Robinson estimate of electronic loss in the collision is about 100 eV. Even if all of it were kinetic energy of the two atoms' 19 electrons, moving together, they would carry 0.044 MeV/c, 0.7 % of p_t. Firsov's local formula gives about twice the loss and raises this to about 1 %.

**Relation to a real implant**

Boron at 20 keV lies in the regime of fairly shallow silicon doping. The simulated path of 10.9 nm is only the early part of such an ion's journey, whose total path exceeds 100 nm in a continuous-slowing estimate and which ends at a depth of several tens of nanometres. The simulation also omitted electronic slowing, estimated with the Lindhard–Scharff formula at 1.0 keV over this path, or 5 % of the initial energy; the Firsov formula gives 1.4 keV. For small deflections p_t is force times passage time and so varies as 1/v; a 5 % lower energy raises it by about 2.5 % at fixed impact parameter. The close collisions that dominate the mismatch do not follow this law: the rise is 1.6 % at 0.010 nm and turns into a fall below about 0.005 nm. Including the 1.0 keV loss along the path raises the accumulated root-mean-square mismatch by only about 0.3 %.

The assumption most clearly broken by an ordinary wafer is that of an amorphous target. In a crystal the position of the struck atom fixes φ₁, which need not be uniform. A random φ₂ can then distort even the one-recoil averages that survived above. The single-collision result is unaffected, but the 37 % accumulated mismatch applies to the amorphous model and should not be carried over to a channelled ion; I have not calculated that case.

**Recommendation**

The claim that independent azimuths treat the collision correctly should be withdrawn. It can be replaced by a narrower one: in the uniform bulk of an amorphous target, away from surfaces and interfaces, and with non-interacting cascades, they preserve ion ranges and mean one-recoil quantities. The remedy costs one random number fewer. Draw φ₁, or take it from the position of the struck atom, and set φ₂ = φ₁ + π. For an elastic collision with a target at rest, one may instead obtain the recoil momentum by subtracting the ion's final momentum from its initial momentum, which enforces the same condition without naming an azimuth.
